# Coupled growth of two adjacent line compounds and their thickness ratio

When two silicides grow at the same time between a metal film and silicon, anyone who predicts their thicknesses, or extracts diffusivities from them, must decide whether each layer may be given its own independent parabolic law or whether the two layers must be solved together. Two adjacent compounds share an interface at which each grows at the expense of the other. In the cobalt silicide example below, this exchange cancels about two thirds of the gross formation of one compound and three quarters of that of the other, so separate laws would misassign the diffusivities.

## Geometry and conservation

Consider a planar couple A | 1 | 2 | B at fixed temperature. Phases 1 and 2 are line compounds: their atomic fractions of B, $x_1<x_2$, have negligible spread. The end members are pure and not yet exhausted. Phase $i$ has thickness $L_i$ and mean volume per atom $\Omega_i$, so it holds $N_i=L_i/\Omega_i$ atoms per unit area.

Let the coordinate $m$ be the number of atoms per unit area counted from a plane that no net number of atoms crosses, increasing from A towards B. Volume changes on reaction and drift of the lattice then drop out of the bookkeeping. If $J$ is the flux of B towards increasing $m$ in this frame, conservation of B reads

$$\frac{\partial x}{\partial t}=-\frac{\partial J}{\partial m}. \tag{1}$$

Inside a line compound $x$ cannot change, so $J$ is uniform across the layer. B moves towards A, so we write $J=-j_i$ in phase $i$, with $j_i>0$. In the pure end members $J=0$.

Let an interface at $m_k$ separate composition $x^-$ on its left from $x^+$ on its right. When it advances by $dm_k$, the B content of a thin fixed interval around it changes by $(x^--x^+)\,dm_k$. This must equal the net inflow $(J^--J^+)\,dt=(j^+-j^-)\,dt$. For the interfaces A/1, 1/2 and 2/B in turn,

$$x_1\dot m_0=-j_1,\qquad (x_2-x_1)\dot m_1=j_1-j_2,\qquad (1-x_2)\dot m_2=j_2. \tag{2}$$

The outer interfaces move outward into the end members. The inner one moves either way, depending on which flux is larger.

## The coupled thickness equations

Define

$$q=\frac{1}{x_2-x_1},\qquad A_1=\frac{x_2}{x_1},\qquad A_2=\frac{1-x_1}{1-x_2}. \tag{3}$$

Since $N_1=m_1-m_0$ and $N_2=m_2-m_1$, equation (2) gives

$$\dot N_1=q(j_1-j_2)+\frac{j_1}{x_1}=q\left[\left(1+\frac{x_2-x_1}{x_1}\right)j_1-j_2\right],$$

$$\dot N_2=\frac{j_2}{1-x_2}-q(j_1-j_2)=q\left[\left(1+\frac{x_2-x_1}{1-x_2}\right)j_2-j_1\right].$$

The round brackets are $A_1$ and $A_2$. Multiplying by the atomic volumes,

$$\dot L_1=\Omega_1q\,(A_1j_1-j_2),\qquad \dot L_2=\Omega_2q\,(A_2j_2-j_1). \tag{4}$$

The negative terms are the competition. B delivered through phase 2 converts phase 1 into phase 2 at the shared interface, while B withdrawn through phase 1 converts phase 2 into phase 1. Equation (4) rests on atom counting and holds for any law that fixes the fluxes.

Both layers grow only if $1/A_1<j_1/j_2<A_2$. This window is never empty, because $x_2>x_1$ makes both $A_1$ and $A_2$ larger than one.

## Fluxes under diffusion control

Relative to the lattice of a phase, with vacancy-wind terms and stress neglected, the fluxes along the distance $z$ are

$$J_A=-\frac{(1-x)D_A}{\Omega kT}\frac{d\mu_A}{dz},\qquad J_B=-\frac{xD_B}{\Omega kT}\frac{d\mu_B}{dz}. \tag{5}$$

The frame of (1) has no net atom flux, so the drift carrying a fraction $x$ of B must be subtracted:

$$J=J_B-x(J_A+J_B)=(1-x)J_B-xJ_A.$$

At fixed temperature and pressure the Gibbs–Duhem relation, $(1-x)\,d\mu_A+x\,d\mu_B=0$, replaces $d\mu_A/dz$ by $-\frac{x}{1-x}\,d\mu_B/dz$. Inserting (5),

$$J=-\frac{xD}{\Omega kT}\frac{d\mu_B}{dz},\qquad D=(1-x)D_B+xD_A. \tag{6}$$

With $D$ constant across the layer and $J$ uniform, the gradient is uniform too and equals $\Delta\mu_i/L_i$, where $\Delta\mu_i$ is the rise of $\mu_B$ across phase $i$ from its A side to its B side. Therefore

$$j_i=\frac{K_i}{L_i},\qquad K_i=\frac{x_iD_i\,\Delta\mu_i}{\Omega_ikT}. \tag{7}$$

If $D$ varies with $\mu_B$ across the layer, as it can when point-defect concentrations do, (7) still holds with $D_i$ the average of $D$ over $\mu_B$.

The rises follow from local equilibrium at the interfaces. Let $g_i$ be the Gibbs energy of formation per atom from pure A and B, whose chemical potentials are set to zero. Each compound obeys $g_i=(1-x_i)\mu_A+x_i\mu_B$. At A/1, $\mu_A=0$ and $\mu_B=g_1/x_1$. At 1/2 both compounds share the same potentials, and subtracting their two relations gives $\mu_B-\mu_A=q(g_2-g_1)$. Hence

$$\mu_B^{(1/2)}=g_1+(1-x_1)(\mu_B-\mu_A)=g_1+(1-x_1)q(g_2-g_1). \tag{8}$$

At 2/B, $\mu_B=0$. Taking differences and collecting $g_1$ and $g_2$,

$$\Delta\mu_1=\frac{q(1-x_1)}{x_1}(x_1g_2-x_2g_1),\qquad \Delta\mu_2=q\left[(1-x_2)g_1-(1-x_1)g_2\right]. \tag{9}$$

The first is positive if $g_1$ lies below the straight line joining A to phase 2, the second if $g_2$ lies below the line joining phase 1 to B. These are the conditions for each compound to be stable against its neighbours.

## The constant ratio

Let $\beta=L_1/L_2$. Inserting (7) in (4) and taking out a factor $1/L_1$,

$$\dot L_1=\frac{\Omega_1q}{L_1}(A_1K_1-K_2\beta),\qquad \dot L_2=\frac{\Omega_2q}{L_1}(A_2K_2\beta-K_1). \tag{10}$$

Because $\dot\beta=(\dot L_1-\beta\dot L_2)/L_2$,

$$\dot\beta=-\frac{q\,P(\beta)}{L_1L_2},\qquad P(\beta)=\Omega_2A_2K_2\beta^2+(\Omega_1K_2-\Omega_2K_1)\beta-\Omega_1A_1K_1. \tag{11}$$

The ratio is constant where $P=0$. The product of the two roots is negative, so one root is positive:

$$\beta_*=\frac{\Omega_2K_1-\Omega_1K_2+\sqrt{(\Omega_2K_1-\Omega_1K_2)^2+4\,\Omega_1\Omega_2A_1A_2K_1K_2}}{2\,\Omega_2A_2K_2}. \tag{12}$$

Both layers grow at this ratio. At $\beta=K_1/(A_2K_2)$, where $\dot L_2=0$, $P=-\Omega_1K_1(A_1-1/A_2)<0$. At $\beta=A_1K_1/K_2$, where $\dot L_1=0$, $P=\beta\,\Omega_2K_1(A_1A_2-1)>0$. The root therefore lies between them:

$$\frac{K_1}{A_2K_2}<\beta_*<\frac{A_1K_1}{K_2}. \tag{13}$$

Every positive start leads to $\beta_*$. Since $P<0$ below the root and $P>0$ above it, (11) moves $\beta$ monotonically towards it. The layers cannot vanish on the way: $\beta$ stays between two positive values, so they could only vanish together, yet $\dot N_1+\dot N_2=j_1/x_1+j_2/(1-x_2)$ is positive. Nor can the approach stall. Dropping the negative terms in (4) shows that each $L_i^2$ grows at most linearly in time, so $L_1L_2$ does too, and $\int dt/(L_1L_2)$ diverges. If $\beta$ stopped short of the root, $P$ would stay away from zero and (11) would give an unbounded change of $\beta$, a contradiction.

On the constant-ratio solution, (10) integrates to parabolic laws,

$$L_1^2=k_1t,\qquad k_1=2\Omega_1q(A_1K_1-K_2\beta_*),\qquad k_2=k_1/\beta_*^2. \tag{14}$$

To find how fast a small deviation dies, divide (11) by $d\ln L_2/dt$ from (10):

$$\frac{d\beta}{d\ln L_2}=-\frac{P(\beta)}{\Omega_2(A_2K_2\beta-K_1)}. \tag{15}$$

Linearized about the root, the deviation varies as $L_2^{-p}$ with

$$p=\frac{P'(\beta_*)}{\Omega_2(A_2K_2\beta_*-K_1)}=2+\frac{\Omega_2K_1+\Omega_1K_2}{\Omega_2(A_2K_2\beta_*-K_1)}>2. \tag{16}$$

The second form follows from $P'=2\Omega_2A_2K_2\beta_*+\Omega_1K_2-\Omega_2K_1$.

**Limits.** For $K_1\gg K_2$ the first two terms of $P$ dominate and $\beta_*\to K_1/(A_2K_2)$. Phase 2 is then consumed almost as fast as it forms. For $K_1\ll K_2$ the last two terms dominate and $\beta_*\to A_1K_1/K_2$, with the roles exchanged. In both limits the ratio is linear in $K_1/K_2$. Without the negative terms in (4) it would be

$$\beta_u=\sqrt{\frac{\Omega_1A_1K_1}{\Omega_2A_2K_2}}, \tag{17}$$

which varies only as a square root. Since $P(\beta_u)=(\Omega_1K_2-\Omega_2K_1)\beta_u$, coupling raises the ratio above $\beta_u$ when $\Omega_2K_1>\Omega_1K_2$ and lowers it in the opposite case.

**An exhausted end member.** Once A is used up, no B can be taken up at the far side of phase 1, so $j_1=0$. Equation (4) becomes $\dot L_1=-\Omega_1qj_2$ and $\dot L_2=\Omega_2qA_2j_2$. Phase 2 now consumes phase 1, gaining a thickness $\Omega_2A_2/\Omega_1$ per unit thickness lost, and the constant ratio no longer applies.

## Reaction barriers at the outer interfaces

Thin layers may be limited by reaction. Keep equilibrium at the 1/2 interface, but let the reaction at the outer interface of phase $i$ need a potential drop $\delta_i$, with $j_i=r_i\delta_i$. The layer retains $\Delta\mu_i-\delta_i$, so for $D$ constant across it $j_i=(K_i/\Delta\mu_i)(\Delta\mu_i-\delta_i)/L_i$. Eliminating $\delta_i=j_i/r_i$,

$$j_i=\frac{K_i}{L_i+\ell_i},\qquad \ell_i=\frac{K_i}{r_i\,\Delta\mu_i}. \tag{18}$$

Put $Y_i=L_i+\ell_i$. Then $\dot Y_i=\dot L_i$ and $j_i=K_i/Y_i$, so while both layers are present $Y_1$ and $Y_2$ obey the diffusion-controlled equations without approximation. Thus $Y_1/Y_2\to\beta_*$. By (16), $Y_1-\beta_*Y_2$ varies as $Y_2^{1-p}$ and vanishes, which leaves

$$L_1=\beta_*L_2+\beta_*\ell_2-\ell_1\qquad\text{(late times)}. \tag{19}$$

Unless $\ell_1=\beta_*\ell_2$, the thickness ratio itself therefore approaches $\beta_*$ only as $1/L_2$.

Barriers also permit sequential appearance. Setting $L_2\to0$ in (4) with (18), a very thin phase 2 grows if $A_2K_2/\ell_2>K_1/(L_1+\ell_1)$, that is, if

$$L_1>\frac{K_1\ell_2}{A_2K_2}-\ell_1. \tag{20}$$

Below this thickness phase 1 consumes it. The condition is kinetic and says nothing about the energy needed to nucleate phase 2. It also leans on the linear law $j_i=r_i\delta_i$, which is assured only for $\delta_i\ll kT$, whereas a vanishing phase 2 puts its whole rise $\Delta\mu_2$ across the barrier.

## Example: Co2Si and CoSi between Co and Si

Take A = Co and B = Si at 723 K, where $kT=0.0623$ eV, with $x_1=1/3$ and $x_2=1/2$. Rough formation energies are $-0.40$ and $-0.50$ eV/atom, and rough atomic volumes 0.0109 and 0.0110 nm³. The combined diffusivities, $D_1=0.30$ and $D_2=0.06$ nm²/s, are round model values. CoSi2 is assumed not to have nucleated.

Equation (3) gives $q=6$, $A_1=1.5$ and $A_2=1.333$. From (9), $\Delta\mu_1=12\,(-0.1667+0.2000)=0.40$ eV and $\Delta\mu_2=6\,(-0.2000+0.3333)=0.80$ eV. Then

$$K_1=\frac{(1/3)(0.30)(0.40)}{(0.0109)(0.0623)}=58.9,\qquad K_2=\frac{(1/2)(0.06)(0.80)}{(0.0110)(0.0623)}=35.0,$$

both in atoms/(nm s). The condition $P=0$ becomes $0.5136\beta^2-0.2662\beta-0.9630=0$, so

$$\beta_*=\frac{0.2662+\sqrt{0.0709+1.9785}}{1.0272}=1.65.$$

This lies inside the window 1.26 to 2.52 of (13). Without the cross terms the ratio would be 1.37.

In (14), $A_1K_1=88.4$ and $K_2\beta_*=57.9$, so the neighbour cancels 66% of the gross formation of Co2Si. For CoSi, $A_2K_2\beta_*=77.2$ is opposed by $K_1=58.9$, or 76%. The growth constants are $k_1=2(0.0109)(6)(30.5)=3.99$ nm²/s and $k_2=1.46$ nm²/s. After one hour the layers are 120 and 72 nm thick. With 0.0111 nm³ per atom in Co, the Co atoms they hold amount to $0.0111\left[\tfrac23(120/0.0109)+\tfrac12(72/0.0110)\right]\approx118$ nm of consumed film. A 200 nm film would last $(200/118)^2\approx2.9$ h.

Equation (16) gives $p=7.12$. Direct integration from a ratio 0.1% above $\beta_*$ also gives 7.12, so under diffusion control a small deviation fades quickly as the layers thicken.

Now add model barrier lengths $\ell_1=5$ nm and $\ell_2=10$ nm. By (20), CoSi can grow once Co2Si exceeds $1.26\times10-5=7.6$ nm. The late offset in (19) is $1.653\times10-5=11.5$ nm. One hour after CoSi appears the layers are 116 and 63 nm thick, with ratio $1.653+11.5/63=1.84$, still 11% above $\beta_*$. Coming within 5% would need $L_2=11.5/(0.05\times1.653)\approx140$ nm. The two layers would then contain about 235 nm worth of Co, so a 200 nm film is exhausted first. With these barriers, reading the measured ratio as $\beta_*$ would overestimate it by more than 5% for as long as unreacted Co remains. Once the Co is gone, CoSi consumes Co2Si and the ratio falls through $\beta_*$ within a few minutes. In this model the slope of $L_1$ against $L_2$ at late times gives $\beta_*$ without that offset, by (19). These barrier numbers belong to the linear law, which is used here outside its assured range: the drop at CoSi/Si is about 13 $kT$ at the threshold and still 1.8 $kT$ after one hour. With the same $r_i$, the law $j=2r\,kT\sinh(\delta/2kT)$ removes the threshold and gives a slope of 1.69 after one hour, while $j=r\,kT\,(1-e^{-\delta/kT})$ moves the threshold to about 156 nm.

## How far the numbers carry over to real films

Co2Si and CoSi do grow side by side in thin cobalt films on silicon, and CoSi2 forms on further annealing. The diffusivities and barrier lengths above are not measured values, so the ratio 1.65 is a property of the model. The following estimates show how uncertain inputs and neglected effects bear on it:

- **Diffusivity.** The rises $\Delta\mu_1$ and $\Delta\mu_2$ are about 6 and 13 $kT$, so a diffusivity that depends on point defects may vary strongly across a layer. The constant values used here then stand for the averages described after (7). Real films are also polycrystalline, and grain growth can slow transport along boundaries. With all else fixed, halving $D_1$ lowers the ratio to 0.91, and halving $D_2$ raises it to 3.0. A common factor $f(t)$ in both diffusivities has no effect on $\beta_*$, because it multiplies every term of $P$, but if transport slows early enough, growth can stop before the ratio gets there.
- **Formation energy.** $\Delta\mu_1$ contains a small difference of larger terms. At fixed $D_i$, changing $g_1$ to $-0.38$ or $-0.42$ eV/atom moves the ratio to 1.14 or 2.22. Changing $g_2$ instead to $-0.48$ or $-0.52$ eV/atom gives 2.12 or 1.26, and opposite shifts of this size in both energies give 0.80 or 2.78.
- **Stress.** A stress of 1 GPa times the atomic volume of Co2Si is 0.07 eV. If $g_1$ alone shifted by this much, (9) would multiply the shift by $qx_2(1-x_1)/x_1=6$ and change $\Delta\mu_1$ by about its whole value. Similar terms in the neighbouring phases can cancel much of this, so the actual effect depends on how the stress is distributed and is not estimated here.
- **Homogeneity range.** A width of 0.01 in atomic fraction in both phases, centred on the stoichiometric compositions and at fixed $K_i$, changes the ratio by 0.2%. With both ranges lying on the Co side the change is 0.5%.

The rough energy of CoSi2, $-0.35$ eV/atom, lies 0.017 eV/atom below that of CoSi plus Si. This margin is no larger than the 0.02 eV/atom variation just considered, so these inputs cannot settle how strongly CoSi2 is favoured. Once it nucleates, a third layer separates CoSi from Si and the two-layer ratio ceases to apply. The full set of values is in the numerical output.

## Values computed for the example and the checks

```
Temperature 723 K, kT = 0.06230 eV
Si fraction: Co2Si 0.3333, CoSi 0.5000
Formation energy (rough): Co2Si -0.40, CoSi -0.50 eV/atom
Atomic volume (rough): Co2Si 0.0109, CoSi 0.0110 nm^3
Atomic volume (rough): Co 0.0111, Si 0.0200 nm^3
Co2Si: D_Co = 0.80, D_Si = 0.05 nm^2/s
CoSi: D_Co = 0.02, D_Si = 0.10 nm^2/s
Co2Si: combined D = 0.3000 nm^2/s
CoSi: combined D = 0.0600 nm^2/s
mu_Si at Co/Co2Si -1.200, at Co2Si/CoSi -0.800 eV
Rise of mu_Si: Co2Si 0.400, CoSi 0.800 eV
Flux constants K1 = 58.901, K2 = 35.019 atoms/(nm s)
Coefficients q = 6.0000, A1 = 1.5000, A2 = 1.3333
Quadratic: beta^2 coefficient 0.51362 nm^2/s
Quadratic: beta coefficient -0.26620 nm^2/s
Quadratic: constant term -0.96303 nm^2/s
Window for joint growth: 1.2615 to 2.5229
Thickness ratio Co2Si/CoSi beta = 1.6528
Ratio if the cross terms were dropped = 1.3693
Growth constants k1 = 3.9859, k2 = 1.4592 nm^2/s
Decay exponent p: formula 7.123, integration 7.118
Diffusion control, 1 h: Co2Si 119.79, CoSi 72.48 nm
Co consumed in 1 h = 117.89 nm
Time to consume 200 nm Co = 2.88 h
Barrier lengths: Co2Si 5.0, CoSi 10.0 nm
Co2Si thickness at which CoSi can grow = 7.615 nm
Late offset L1 - beta L2 = 11.528 nm
With barriers, time counted from the appearance of CoSi:
  t = 60 s: Co2Si 15.78 nm, CoSi 2.80 nm, ratio 5.646
  t = 600 s: Co2Si 45.89 nm, CoSi 20.79 nm, ratio 2.207
  t = 3600 s: Co2Si 115.61 nm, CoSi 62.98 nm, ratio 1.836
  offset reached at the last time = 11.528 nm
Ratio with homogeneity range 0.01 in both = 1.6556
Ratio for Co2Si energy -0.38 eV/atom = 1.1448
Ratio for Co2Si energy -0.42 eV/atom = 2.2178
Ratio if D in Co2Si is halved = 0.9137
Ratio if D in CoSi is halved = 3.0210
Stress of 1 GPa times atomic volume = 0.0680 eV
CoSi2 formation energy (rough) = -0.35 eV/atom
CoSi2 energy relative to CoSi + Si = -0.0167 eV/atom
```
